# How far one ellipsometric reading fixes an oxide thickness

## Question

A uniform silica film of thickness $d$ lies on silicon. A laser beam of vacuum wavelength $\lambda=632.8$ nm arrives from air at $\varphi=70^\circ$ to the surface normal. An ellipsometer returns two angles, $\Psi$ and $\Delta$, defined by

$$\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},$$

where $r_p$ and $r_s$ are the reflection coefficients of the sample for light polarized in the plane of incidence and perpendicular to it.

Take air as index 1, silica as $n_1=1.457$ without absorption, and silicon as $N_2=3.88-0.02i$ (a rough typical value). The film is isotropic, the interfaces are sharp, and the light is a coherent plane wave. Fields vary in time as $e^{+i\omega t}$, so an absorbing medium has index $n-ik$. The coefficient $r_p$ is a ratio of magnetic fields, $r_s$ a ratio of electric fields.

**(a)** Find $r_p$ and $r_s$ of the coated sample, and show where $d$ enters.

**(b)** By how much can the film thicken before both angles return to their old values? Give a formula and a number, and discuss normal and grazing incidence.

**(c)** Can two thicknesses closer together than this share one reading?

**(d)** A noise-free reading, computed from this model, is $\Psi=52.340^\circ$, $\Delta=82.766^\circ$. Find every thickness below 1000 nm that fits.

**(e)** At $\varphi=60^\circ$ the same sample gives $\Psi=67.56^\circ$, $\Delta=157.61^\circ$. What is the thickness?

**(f)** Which features of a real oxide would alter the conclusion of (b), and by how much?

## Model answers

### (a) Reflection from the coated sample

Let $z$ point into the sample and let $k_0=2\pi/\lambda$. The sample is unchanged by shifts along the surface, so the wavenumber along the surface is the same in every layer. It equals $k_0S$ with $S=\sin\varphi$. In a medium of index $N_j$ the wave equation requires $S^2+q_j^2=N_j^2$, so a wave going down varies as $e^{-ik_0q_jz}$ with

$$q_j=\sqrt{N_j^2-S^2}.$$

Call the field $u$: the electric field $E_y$ for $s$, the magnetic field $H_y$ for $p$. At an interface $u$ is continuous. The other tangential field is also continuous. It is proportional to $du/dz$ for $s$ and to $N^{-2}du/dz$ for $p$. For a wave of unit amplitude going from medium $i$ to medium $j$, these conditions read

$$1+r_{ij}=t_{ij},\qquad y_i(1-r_{ij})=y_jt_{ij},$$

with $y=q$ for $s$ and $y=q/N^2$ for $p$. Eliminating $t_{ij}$ gives

$$r_{ij}=\frac{y_i-y_j}{y_i+y_j}.$$

At normal incidence $y$ is $N$ for $s$ and $1/N$ for $p$, so $r_p=-r_s$ there.

Write $a=r_{01}$ for air to film and $b=r_{12}$ for film to silicon. One trip down and up through the film multiplies the field by

$$X=e^{-2ik_0q_1d}=e^{-4\pi iq_1d/\lambda}.$$

Part of the light reflects at the top. The rest enters, reflects at the silicon, and leaves after one or more round trips. From inside, the top interface reflects with $r_{10}=-a$. The two transmissions give $t_{01}t_{10}=(1+a)(1-a)=1-a^2$. The emerging waves form a geometric series, which converges because $|abX|<1$ here:

$$r=a+(1-a^2)bX\sum_{m=0}^{\infty}(-abX)^m=a+\frac{(1-a^2)bX}{1+abX}.$$

Over the common denominator the numerator is $a+a^2bX+bX-a^2bX$, so

$$r=\frac{a+bX}{1+abX}.$$

This holds for each polarization with its own $a$ and $b$. The factor $X$ is common to both, because $q_1$ does not depend on polarization in an isotropic film. Thickness enters through $X$ alone.

### (b) The repeat distance

Since $n_1>1\ge S$ and the film does not absorb, $q_1$ is real and $X$ moves round the unit circle as $d$ grows. It first returns when its phase has changed by $2\pi$:

$$\frac{4\pi q_1D}{\lambda}=2\pi,\qquad D=\frac{\lambda}{2q_1}=\frac{\lambda}{2\sqrt{n_1^2-\sin^2\varphi}}.$$

Then $r_p$, $r_s$ and $\rho$ return, and with them $\Psi$ and $\Delta$ (modulo $360^\circ$). The numbers are

$$q_1=\sqrt{2.122849-0.883022}=1.113475,$$

$$D=\frac{632.8\ \text{nm}}{2\times1.113475}=284.155\ \text{nm}.$$

The angles therefore repeat every 284 nm, to the nearest nanometre. The substrate does not enter $D$. The factor 2 comes from the double passage. By Snell's law $q_1=n_1\cos\theta_1$, where $\theta_1$ is the angle inside the film, so a more oblique wave has a smaller normal wavenumber and a longer repeat distance.

At normal incidence $D\to\lambda/(2n_1)$. There, however, $r_p=-r_s$ for every thickness, so $\rho=-1$ and the reading carries no thickness information. At grazing incidence $D\to\lambda/(2\sqrt{n_1^2-1})$. Then $y_0\to0$, so $a\to-1$ and $r\to(-1+bX)/(1-bX)=-1$ for both polarizations. Now $\rho\to1$, and thickness information is lost again. Between these limits the reading does depend on thickness, but only weakly close to either one.

### (c) Uniqueness within one period

Part (b) shows that the reading repeats after $D$. It does not exclude an earlier coincidence. Suppose $\rho$ is given. From (a),

$$\rho\,(a_s+b_sX)(1+a_pb_pX)=(a_p+b_pX)(1+a_sb_sX).$$

Multiplying out and collecting powers gives $AX^2+BX+C=0$, with

$$A=b_pb_s(\rho a_p-a_s),\qquad C=\rho a_s-a_p,$$

$$B=\rho(b_s+a_pa_sb_p)-(b_p+a_pa_sb_s).$$

There are two roots, but a real thickness needs $|X|=1$. Let $X$ be the root of the actual film and $X'$ the other. Their product is $C/A$. Now insert $\rho$ as a function of $X$ into $C$ and $A$. Both acquire the denominator $(a_s+b_sX)(1+a_pb_pX)$, which cancels in the ratio. What remains of $C$ is

$$a_s(a_p+b_pX)(1+a_sb_sX)-a_p(a_s+b_sX)(1+a_pb_pX)=X(U+Vb_pb_sX),$$

and what remains of $\rho a_p-a_s$ is

$$a_p(a_p+b_pX)(1+a_sb_sX)-a_s(a_s+b_sX)(1+a_pb_pX)=WX-V,$$

where

$$V=a_s^2-a_p^2,\qquad U=a_sb_p(1-a_p^2)-a_pb_s(1-a_s^2),$$

$$W=a_pb_p(1-a_s^2)-a_sb_s(1-a_p^2).$$

Dividing the product of the roots by $X$ gives

$$X'=\frac{U+Vb_pb_sX}{b_pb_s(WX-V)}.$$

The interface formula of (a) gives, at $70^\circ$,

- $a_p=-0.2106$ and $b_p=0.3543-0.0021i$;
- $a_s=-0.5300$ and $b_s=-0.5435+0.0019i$.

Hence $V=0.237$, $U\approx-0.262$, $W\approx-0.329$ and $|b_pb_s|=0.193$. The small imaginary parts of $b$ change $U$ and $W$ by less than 0.002. For any $X$ on the unit circle, the smallest possible numerator and the largest possible denominator give

$$|X'|\ge\frac{0.262-0.237\times0.193}{0.193\,(0.329+0.237)}\approx1.98.$$

The second root never reaches the unit circle, so the answer is no. For this sample and setting, one reading fixes $d$ up to whole multiples of $D$. The bound, unlike the period, uses the coefficients of the substrate, so for other materials it has to be worked out afresh. Two thicknesses within one period could share a reading only if $|X'|$ reached 1.

### (d) The thicknesses that fit

The reading gives

$$\rho=\tan52.340^\circ\,e^{i\,82.766^\circ}=0.1632+1.2854i.$$

The coefficients of the quadratic are

$$A=-0.0950+0.0530i,\quad B=-0.3781-0.6456i,\quad C=0.1241-0.6813i.$$

The quadratic formula gives $X=-0.8364-0.5481i$, of modulus 1, and a second root of modulus 6.37, which is rejected. Writing $X=e^{-i\delta}$ gives $\cos\delta=-0.8364$ and $\sin\delta=0.5481$. Both signs matter: they place $\delta$ in the second quadrant, at $146.76^\circ$. The smallest thickness is

$$d_0=D\,\frac{\delta}{360^\circ}=284.155\times\frac{146.76}{360}=115.84\ \text{nm}.$$

Adding whole periods gives the complete list below 1000 nm:

$$d=115.84,\quad400.00,\quad684.16,\quad968.31\ \text{nm}.$$

The reading was in fact computed for a 400 nm film, but nothing in it says so. Within this model a more precise reading at the same angle and wavelength sharpens each candidate and leaves the order $m$ in $d=d_0+mD$ undecided. An independent estimate of thickness, from the growth conditions for instance, settles the order if its error is below $D/2$, about 142 nm.

### (e) A second angle of incidence

At $60^\circ$ the repeat distance is 270.04 nm. Candidates spaced by 284.155 nm no longer have equal round-trip phases. From one candidate to the next, the phase beyond a full turn grows by

$$360^\circ\left(\frac{284.155}{270.038}-1\right)=18.8^\circ.$$

The formula of (a), evaluated at $60^\circ$, predicts:

| $d$ (nm) | $\Psi$ | $\Delta$ |
|---|---|---|
| 115.84 | 54.72° | 123.78° |
| 400.00 | 67.56° | 157.61° |
| 684.16 | 64.23° | 217.28° |
| 968.31 | 50.81° | 240.17° |

The thickness is 400 nm. Define the mismatch of two readings as the square root of the summed squares of their differences in $\Psi$ and $\Delta$. The nearest wrong candidate, 115.84 nm, misses by $36^\circ$.

The remedy has a range. After 19 orders the phase slip totals about $358^\circ$, almost a full turn. Films differing by about 5.4 µm (19 periods at $70^\circ$) therefore differ in round-trip phase at $60^\circ$ by only about $2^\circ$, apart from full turns, and are harder to tell apart than neighbouring candidates. For the 400 nm film the mismatch with a film 19 periods thicker is about $7^\circ$, against $36^\circ$ for the nearest neighbour.

### (f) Real oxides

The example resembles a thermal field oxide measured with a helium-neon laser. The sizes of the departures below are rough assumed values.

**Errors in the settings** change $D$ but keep the repetition. Raising the index by 0.002 shortens $D$ by 0.67 nm, and raising the angle by $0.05^\circ$ lengthens it by 0.06 nm. An error in $D$ enters the $m$th candidate $m$ times, in addition to the shift that the wrong setting causes in $d_0$. Rounding matters too: thickening the 400 nm film by 284 nm instead of 284.155 nm leaves a mismatch of $0.15^\circ$.

**A fixed interface layer** also keeps the repetition. Everything below the silica can be treated as one reflector, so the layer changes $b_p$ and $b_s$ but not $X$. It does bias the result. For 1 nm of index 2.5 beneath the 400 nm film, a least-squares fit that ignores the layer gives a thickness 0.61 nm too large and leaves a mismatch of $0.27^\circ$.

**Departures that break the repetition** act on $X$ itself:

- Absorption makes $q_1$ complex, so $|X|$ falls as the film thickens.
- A spread of incidence angles mixes different periods.
- Stress can make the index normal to the surface, $n_e$, differ from the in-plane index $n_o$. The $p$ wave has electric field components along both directions, and Maxwell's equations then give $q_p^2/n_o^2+S^2/n_e^2=1$. The $s$ wave keeps $q_s^2=n_o^2-S^2$. The two polarizations now have different periods.

To size these effects, the angles of the 400 nm film were computed with each effect included. The thickness was then varied within 6 nm of 115.84 nm, in the same model, to find the smallest mismatch in that range. What remains measures how far the two orders have become distinguishable:

| Effect | Remaining mismatch |
|---|---|
| $n_e-n_o=\pm0.001$ (larger of the two) | 0.10° |
| uniform angular spread of $\pm0.1^\circ$ | 0.0003° |
| film absorption $k=10^{-6}$ | 0.0006° |
| film absorption $k=0.1$, for contrast | 31° |

For $k=0.1$ the smallest mismatch lies at the edge of the range, at 121.84 nm, so that entry depends on the range chosen. The effect of angular spread grows as the square of the spread, to about $0.02^\circ$ at $\pm1^\circ$ and $0.2^\circ$ at $\pm3^\circ$, so a strongly focused beam would change the ranking. At the sizes in the table, birefringence is the largest of the three effects assumed for silica. A reading good to $0.1^\circ$ could barely register it, and the unknown interface layer above produces a larger misfit. For the 400 nm film the order is better settled by the second angle of (e), where the wrong candidates miss by tens of degrees. For other thicknesses the separation at that angle can be smaller. In a strongly absorbing film the repetition itself fails, and the formula for $D$ no longer gives a set of equivalent thicknesses.
